\section*{Elliott's rule for the angular momenta in SU(3) irreps}

\section*{Setting}

Let $V(\lambda,\mu)$ be the space of polynomials $P(z,w)$ that are homogeneous of degree $\lambda$ in $z=(z_1,z_2,z_3)$ and of degree $\mu$ in $w=(w_1,w_2,w_3)$. Under SU(3), $z$ transforms as the triplet and $w$ as its complex conjugate. The operators
\begin{equation}
E_{ij}=z_i\frac{\partial}{\partial z_j}-w_j\frac{\partial}{\partial w_i}
\label{gen}
\end{equation}
with $i\neq j$, together with the differences $E_{ii}-E_{jj}$, span the complexified Lie algebra. The irrep $(\lambda,\mu)$ is the subspace $H(\lambda,\mu)$ of trace-free polynomials,
\begin{equation}
\Delta P=0,\qquad \Delta=\sum_i\frac{\partial^2}{\partial z_i\,\partial w_i}.
\end{equation}

The rotation group SO(3) is taken as the subgroup of real orthogonal matrices. For these, complex conjugation changes nothing, so both $z$ and $w$ are ordinary vectors with $L=1$. Angular momenta are in units of $\hbar$. Elliott's rule states which $L$ occur in $(\lambda,\mu)$:
\begin{align}
K&=\min(\lambda,\mu),\ \min(\lambda,\mu)-2,\ \dots,\ 1\text{ or }0;\nonumber\\
K>0:\quad L&=K,\ K+1,\ \dots,\ K+\max(\lambda,\mu);\label{rule}\\
K=0:\quad L&=\max(\lambda,\mu),\ \max(\lambda,\mu)-2,\ \dots,\ 1\text{ or }0.\nonumber
\end{align}
In part (a) the rule is used as given. Parts (b) to (d) prove it.

\section*{Part (a)}

\textbf{Question.} Find the $L$ content of $(N,0)$ and of $(2,2)$, and the number of states in each.

\textbf{Answer.} For $(N,0)$ the smaller label is zero, so $K=0$ is the one band, and its length label is $N$:
\begin{equation}
(N,0):\qquad L=N,\ N-2,\ \dots,\ 1\text{ or }0 .
\label{N0}
\end{equation}
To count the states, write $2L+1=(L+1)+L$. The term $L=N$ gives $(N+1)+N$, the term $L=N-2$ gives $(N-1)+(N-2)$, and so on, so every integer from $N+1$ down to 1 appears once:
\begin{equation}
\sum_L(2L+1)=1+2+\dots+(N+1)=\tfrac12(N+1)(N+2).
\end{equation}
This is the number of monomials of degree $N$ in three variables, as it must be. For $N=4$, $L=0,2,4$ gives $1+5+9=15$ states.

Physically, $(N,0)$ is the shell with $N$ quanta of one particle in an isotropic three-dimensional oscillator, with $z_i$ standing for the creation operators. Its orbitals have parity $(-1)^N$, and an orbital of angular momentum $L$ has parity $(-1)^L$. This explains the steps of two.

For $(2,2)$ the smaller label is 2, so $K=2$ and $K=0$:
\begin{align}
K=2:&\quad L=2,3,4,&5+7+9&=21\text{ states},\nonumber\\
K=0:&\quad L=2,0,&5+1&=6\text{ states}.
\end{align}
The content is therefore
\begin{equation}
(2,2):\qquad L=0,\,2,\,2,\,3,\,4,\qquad 21+6=27\text{ states}.
\label{22}
\end{equation}

Here an odd $L$ occurs although the total degree is even. With two vectors available, the parity argument for a single particle no longer applies. In spherical components, the polynomial
\begin{equation}
(z_+w_0-z_0w_+)\,z_+w_+
\end{equation}
has degrees $(2,2)$ and $M=3$. Its first factor is a component of $z\times w$. The operator $L_+$ annihilates $z_+$ and $w_+$ and turns the first factor into a multiple of $z_+w_+-z_+w_+=0$, so the state has $L=3$. It is also trace-free, because $\Delta$ preserves $M$ and lowers the degrees to $(1,1)$, where $M$ is at most 2.

\section*{Part (b)}

\textbf{Question.} Show that $H(\lambda,\mu)$ is irreducible under SU(3), and find its dimension without using \eqref{rule}.

\textbf{Answer.} Use the inner product in which monomials are orthogonal and the squared norm of a monomial is the product of the factorials of its exponents. Then $\partial/\partial z_i$ is the adjoint of multiplication by $z_i$, and likewise for $w$. It follows that $E_{ij}^\dagger=E_{ji}$, so the orthogonal complement of an invariant subspace is invariant. It also follows that
\begin{equation}
\Delta^\dagger=\text{multiplication by } z\cdot w=\sum_i z_iw_i .
\end{equation}
Both $z\cdot w$ and $\Delta$ commute with the generators. For example, $E_{ij}(z\cdot w)=z_iw_j-w_jz_i=0$, and the statement for $\Delta$ is the adjoint one.

A product of nonzero polynomials is nonzero, so $\Delta^\dagger$ has no kernel. Hence $\Delta$ maps $V(\lambda,\mu)$ onto $V(\lambda-1,\mu-1)$, which is the zero space if a degree is negative. With $a=\lambda+1$ and $b=\mu+1$,
\begin{align}
\dim H&=\frac{a(a+1)}2\,\frac{b(b+1)}2-\frac{(a-1)a}2\,\frac{(b-1)b}2\nonumber\\
&=\frac{ab}{4}\bigl[(a+1)(b+1)-(a-1)(b-1)\bigr]=\frac{ab(a+b)}2 .
\label{dim}
\end{align}
For $(2,2)$ this is $36-9=27$, in agreement with \eqref{22}.

For irreducibility, count the highest-weight polynomials, those with $E_{12}P=E_{23}P=0$. Write $P=\sum_\alpha z_1^{\alpha_1}z_2^{\alpha_2}z_3^{\alpha_3}\,p_\alpha(w)$. Comparing coefficients in the two conditions gives
\begin{align}
\alpha_2\,p_{\alpha_1,\alpha_2,\alpha_3}&=w_2\partial_{w_1}\,p_{\alpha_1+1,\alpha_2-1,\alpha_3}\quad(\alpha_2\ge1),\nonumber\\
\alpha_3\,p_{\alpha_1,\alpha_2,\alpha_3}&=w_3\partial_{w_2}\,p_{\alpha_1,\alpha_2+1,\alpha_3-1}\quad(\alpha_3\ge1).
\end{align}
The second line reduces $\alpha_3$ to zero and the first then reduces $\alpha_2$ to zero, so $P$ is fixed by the coefficient $b(w)$ of $z_1^\lambda$. Two conditions on $b(w)$ remain.
\begin{itemize}
\item The coefficient of $z_1^\lambda$ in $E_{23}P=0$ is $w_3\partial_{w_2}b(w)=0$, so $b(w)=\sum_k c_k w_1^kw_3^{\mu-k}$.
\item The first recursion gives $p_{0,\lambda,0}=(w_2\partial_{w_1})^\lambda b(w)/\lambda!$. The coefficient of $z_2^\lambda$ in $E_{12}P=0$ then requires $(w_2\partial_{w_1})^{\lambda+1}b(w)=0$, so $c_k=0$ for $k>\lambda$.
\end{itemize}
Thus $0\le k\le m$ with $m=\min(\lambda,\mu)$, and $V(\lambda,\mu)$ has at most $m+1$ independent highest-weight polynomials.

On the other hand, the orthogonal complement of $\ker\Delta$ is the image of $\Delta^\dagger$. Repeating this split gives
\begin{equation}
V(\lambda,\mu)=\bigoplus_{k=0}^{m}(z\cdot w)^k\,H(\lambda-k,\mu-k).
\end{equation}
Each of the $m+1$ pieces contains the highest-weight polynomial $(z\cdot w)^kz_1^{\lambda-k}w_3^{\mu-k}$. Each piece therefore has exactly one, up to a factor.

Now $E_{12}$ and $E_{23}$ both raise the eigenvalue of $E_{11}-E_{33}$ by one. In any nonzero invariant subspace, a vector with the largest such eigenvalue is annihilated by both. If $H(\lambda,\mu)$ were reducible, it would split into two orthogonal invariant subspaces and would have two independent highest-weight vectors. It has one, so it is irreducible.

\section*{Part (c)}

\textbf{Question.} Derive the content of $(N,0)$ by counting $M$. Then find the character of a rotation by the angle $\theta$ in $(N,0)$ and in $(\lambda,\mu)$.

\textbf{Answer.} In the spherical basis the monomial $z_+^{n_+}z_0^{n_0}z_-^{n_-}$ has $M=n_+-n_-$. For given $M\ge0$ we have $n_+=n_-+M$, and $n_0\ge0$ requires $2n_-+M\le N$. The number of states with projection $M$ is therefore
\begin{equation}
d(M)=\left\lfloor\frac{N-M}{2}\right\rfloor+1\qquad(0\le M\le N),
\end{equation}
with $d(-M)=d(M)$. A multiplet $L$ contributes one state to each $M$ with $|M|\le L$. Hence $d(L)$ counts all multiplets with angular momentum at least $L$, and
\begin{equation}
\text{multiplicity of }L=d(L)-d(L+1).
\label{peel}
\end{equation}
This difference is 1 if $N-L$ is even and 0 if it is odd, which proves \eqref{N0}.

For the characters, set $q=e^{i\theta}$ and
\begin{equation}
h(n)=q^{n/2}-q^{-n/2},\qquad c(n)=q^{n/2}+q^{-n/2}=c(-n).
\end{equation}
Multiplying out gives the identity used throughout,
\begin{equation}
h(m)h(n)=c(m+n)-c(m-n).
\label{id}
\end{equation}
For one multiplet, $h(1)\sum_Mq^M=\sum_M(q^{M+1/2}-q^{M-1/2})$ telescopes to $h(2L+1)$, so
\begin{equation}
\chi_L=\sum_{M=-L}^{L}q^M=\frac{h(2L+1)}{h(1)} .
\end{equation}

The character $S_N$ of $(N,0)$ is the sum of $\chi_L$ over $L=N,N-2,\dots$. By \eqref{id}, $h(2)h(2L+1)=c(2L+3)-c(2L-1)$. In steps of two, the first term at $L$ cancels the second term at $L+2$. What is left at the lower end is $c(-1)$ if the smallest $L$ is 0 and $c(1)$ if it is 1, and these are equal. Hence
\begin{equation}
S_N=\frac{c(2N+3)-c(1)}{h(1)h(2)}=\frac{h(N+1)\,h(N+2)}{h(1)\,h(2)} ,
\label{SN}
\end{equation}
which also gives the correct value $S_{-1}=0$.

Since $w$ is a vector under rotations, $V(\lambda,\mu)$ has the character $S_\lambda S_\mu$. By part (b) the traces form a copy of $V(\lambda-1,\mu-1)$, so
\begin{align}
\chi_{(\lambda,\mu)}&=S_\lambda S_\mu-S_{\lambda-1}S_{\mu-1}\nonumber\\
&=\frac{h(a)h(b)}{h(1)^2h(2)^2}\bigl[h(a+1)h(b+1)-h(a-1)h(b-1)\bigr].
\end{align}
By \eqref{id} the bracket equals
\begin{equation}
c(a+b+2)-c(a-b)-c(a+b-2)+c(a-b)=h(a+b)\,h(2),
\end{equation}
and therefore
\begin{equation}
\chi_{(\lambda,\mu)}=\frac{h(a)h(b)h(a+b)}{h(1)^2h(2)}
=\frac{\sin\frac{a\theta}2\,\sin\frac{b\theta}2\,\sin\frac{(a+b)\theta}2}{\sin^2\frac\theta2\,\sin\theta}.
\label{chi}
\end{equation}
The second form follows from $h(n)=2i\sin(n\theta/2)$, where the three factors $2i$ cancel. As $\theta\to0$ each sine may be replaced by its argument, and \eqref{chi} tends to $ab(a+b)/2$, the dimension \eqref{dim}.

\section*{Part (d)}

\textbf{Question.} Prove Elliott's rule. Does the $L$ content depend on starting $K$ from the smaller of the two labels?

\textbf{Answer.} Let $K$ run over $\mu,\mu-2,\dots$ and let the bands have length label $\lambda$, without assuming which label is larger. For $K>0$ the band character is $B_K=\sum_{L=K}^{K+\lambda}\chi_L$. Since $h(1)h(2L+1)=c(2L+2)-c(2L)$, the sum telescopes:
\begin{equation}
B_K=\frac{c(2K+2a)-c(2K)}{h(1)^2}=\frac{h(a)\,h(a+2K)}{h(1)^2}.
\end{equation}
The $K=0$ band has the content of $(\lambda,0)$, so $B_0=S_\lambda=h(a)h(a+1)/[h(1)h(2)]$. Collecting common factors,
\begin{equation}
\sum_KB_K=\frac{h(a)}{h(1)^2h(2)}\Bigl[\sum_{K>0}h(2)h(a+2K)+\epsilon\,h(1)h(a+1)\Bigr],
\label{sum}
\end{equation}
where $\epsilon=1$ for even $\mu$, when $K=0$ occurs, and $\epsilon=0$ for odd $\mu$. By \eqref{id},
\begin{equation}
h(2)h(a+2K)=c(a+2K+2)-c(a+2K-2),
\end{equation}
and because $K$ changes in steps of two, neighbouring terms cancel.

For odd $\mu$ the smallest $K$ is 1, and the bracket in \eqref{sum} is $c(a+2\mu+2)-c(a)$.

For even $\mu\ge2$ the smallest positive $K$ is 2, and the sum over $K>0$ is $c(a+2\mu+2)-c(a+2)$. The $K=0$ band adds $h(1)h(a+1)=c(a+2)-c(a)$, and the bracket is again $c(a+2\mu+2)-c(a)$. For $\mu=0$ the $K=0$ term alone gives this value.

In every case, with $\mu+1=b$,
\begin{equation}
c(a+2b)-c(a)=h(a+b)\,h(b),
\end{equation}
so \eqref{sum} equals $\chi_{(\lambda,\mu)}$ in \eqref{chi}. The $\chi_L$ are linearly independent, since each has a different highest power $q^L$. Equal characters therefore mean equal $L$ content. For $\lambda\ge\mu$ this is the rule \eqref{rule}. For $\lambda<\mu$ the rule follows by exchanging the labels, because \eqref{chi} is symmetric in $a$ and $b$.

The proof shows more. No step used $\lambda\ge\mu$, so starting $K$ from the larger label gives the same $L$ content, divided into different bands. For $(4,2)$, starting from 2 gives
\begin{equation}
K=2:\ L=2,3,4,5,6;\qquad K=0:\ L=0,2,4,
\end{equation}
and starting from 4 gives
\begin{equation}
K=4:\ L=4,5,6;\qquad K=2:\ L=2,3,4;\qquad K=0:\ L=0,2.
\end{equation}
Both lists combine to $L=0,2,2,3,4,4,5,6$, with 60 states. The rule thus fixes multiplicities. It does not say which combination of the two $L=2$ multiplets belongs to which $K$, and it does not make $K$ a conserved quantum number.

If $\lambda$ grows at fixed $\mu$, each band with $K>0$ approaches the unending sequence $L=K,K+1,\dots$. This is the sequence for a rotating body with fixed projection $K$ on its own axis, since $L$ cannot be smaller than its projection. A finite irrep cuts the band off at $K+\lambda$. These are statements about which $L$ occur; energies require a Hamiltonian.

The rule also depends on the chosen subgroup. If the rotations were replaced by the SU(2) that mixes $z_1$ and $z_2$ and leaves $z_3$ fixed, the triplet $(1,0)$ would contain spins $\tfrac12$ and $0$ instead of $L=1$, and \eqref{rule} would fail at once.

\section*{Part (e)}

\textbf{Question.} Check the content of $(2,2)$ by counting $M$ and by the character at $\theta=90^\circ$. Is agreement of the dimension alone a sufficient check?

\textbf{Answer.} For degree 2 in one vector, $d(M)=2,1,1$ for $|M|=0,1,2$. Combining two such sets gives $8,6,5,2,1$ tensor components with $M=0,1,2,3,4$. The traces are products of two vectors and account for $3,2,1$ states with $M=0,1,2$. Subtracting,
\begin{equation}
\begin{array}{c|ccccc}
M\text{ or }L&0&1&2&3&4\\ \hline
d(M)&5&4&4&2&1\\
d(L)-d(L+1)&1&0&2&1&1
\end{array}
\end{equation}
The total is $5+2(4+4+2+1)=27$, and the last row is the content \eqref{22}. Direct diagonalization of $L^2$ on the 27 trace-free states agrees: the eigenvalues $0,6,12,20$ (in $\hbar^2$) occur $1,10,7,9$ times. The ten states with $L(L+1)=6$ are the two multiplets with $L=2$.

At $90^\circ$, with $a=b=3$, the closed form \eqref{chi} gives
\begin{equation}
\chi_{(2,2)}=\frac{\sin^2135^\circ\,\sin270^\circ}{\sin^245^\circ\,\sin90^\circ}
=\frac{\tfrac12\cdot(-1)}{\tfrac12\cdot1}=-1 .
\end{equation}
From the multiplets, $\chi_L=\sin[(2L+1)45^\circ]/\sin45^\circ$ is $1,-1,-1,1$ for $L=0,2,3,4$. With $L=2$ taken twice, the sum is $1-1-1-1+1=-1$, as required.

The dimension detects some errors. If the $K=0$ band were run in steps of one, as $L=0,1,2$, the total would be $9+21=30$ instead of 27. But it is not sufficient: the false list $L=1,1,2,3,4$ also has $3+3+5+7+9=27$ states. The $M$ count rejects it: the false list would require $d(M)=5,5,3,2,1$ for $M=0,\dots,4$, whereas the count above is $5,4,4,2,1$. By \eqref{peel} the full set of $d(M)$ determines the content uniquely, whereas the dimension is just their sum. The character at one angle does not settle it either. It rejects the false list above, for which it gives $+1$ because $\chi_1=1$ at $90^\circ$, but the list $L=1,1,3,3,3$ has 27 states and also gives $1+1-1-1-1=-1$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All L and M in units of hbar; dimensions are numbers of states
(0,0): L from diagonalization = [0], dimension = 1
(1,0): L from diagonalization = [1], dimension = 3
(2,0): L from diagonalization = [0, 2], dimension = 6
(3,0): L from diagonalization = [1, 3], dimension = 10
(4,0): L from diagonalization = [0, 2, 4], dimension = 15
(5,0): L from diagonalization = [1, 3, 5], dimension = 21
(6,0): L from diagonalization = [0, 2, 4, 6], dimension = 28
(2,2): tensor components = 36
(2,2): trace conditions = 9
(2,2): dimension of trace-free space = 27
(2,2): highest-weight vectors before removing traces = 3
(2,2): highest-weight vectors after removing traces = 1
(2,2): rule, K = 2: L = [2, 3, 4], states = 21
(2,2): rule, K = 0: L = [0, 2], states = 6
(2,2): states with M = 0: 5, multiplicity of L = 0: 1
(2,2): states with M = 1: 4, multiplicity of L = 1: 0
(2,2): states with M = 2: 4, multiplicity of L = 2: 2
(2,2): states with M = 3: 2, multiplicity of L = 3: 1
(2,2): states with M = 4: 1, multiplicity of L = 4: 1
(2,2): eigenvalue of L^2 = 0 hbar^2, found 1 times
(2,2): eigenvalue of L^2 = 6 hbar^2, found 10 times
(2,2): eigenvalue of L^2 = 12 hbar^2, found 7 times
(2,2): eigenvalue of L^2 = 20 hbar^2, found 9 times
(2,2): L from diagonalization = [0, 2, 2, 3, 4]
(2,2): character at 90 degrees, from M values = -1.000000
(2,2): character at 90 degrees, closed formula = -1.000000
(2,2): dimension if K = 0 wrongly ran in steps of one = 30
(4,2): bands with largest K = 2: K = 2, L = [2, 3, 4, 5, 6]
(4,2): bands with largest K = 2: K = 0, L = [0, 2, 4]
(4,2): bands with largest K = 4: K = 4, L = [4, 5, 6]
(4,2): bands with largest K = 4: K = 2, L = [2, 3, 4]
(4,2): bands with largest K = 4: K = 0, L = [0, 2]
(4,2): L from diagonalization = [0, 2, 2, 3, 4, 4, 5, 6]
(4,2): dimension = 60
\end{verbatim}
